# Static Lindhard polarizability of a two-dimensional electron gas and its plateau

## A slowly varying potential

Let electrons of mass $m$ move freely in a plane at zero temperature, and let each wavevector hold $g$ electrons, where $g$ counts spin and valley states. The filled states form a disc of radius $k_F$. In a plane of area $A$ each allowed wavevector takes an area $(2\pi)^2/A$ of wavevector space, so the number of electrons divided by $A$ is

$$n=g\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{g k_F^2}{4\pi}=\frac{gm}{2\pi}E_F,\qquad E_F=\frac{k_F^2}{2m}.$$

Hartree atomic units are used, so $\hbar=1$ and $m$ is in electron masses.

Now apply a weak potential energy $V\cos(\mathbf q\cdot\mathbf r)$ whose wavelength is much longer than $1/k_F$. Each small region is then a uniform gas with the bottom of its band raised by the local potential. The Fermi level is common to all regions, so the local kinetic Fermi energy is $E_F-V\cos(\mathbf q\cdot\mathbf r)$. The density is linear in this energy, hence

$$\delta n(\mathbf r)=-N_0V\cos(\mathbf q\cdot\mathbf r),\qquad N_0=\frac{gm}{2\pi}.$$

The response per unit potential is the density of states $N_0$, which does not depend on $k_F$. This argument needs $q\ll k_F$. The theorem says that its result holds, without correction, up to $q=2k_F$.

## Statement

**Assumptions.** The electrons do not interact, are strictly confined to a plane, have the band energy $\varepsilon_{\mathbf k}=k^2/2m$, and are at zero temperature. The potential is static and is treated to first order in $V$.

**Theorem.** The induced density is $\delta n=-\Pi(q)\,V\cos(\mathbf q\cdot\mathbf r)$ with

$$\Pi(q)=\begin{cases}N_0, & 0<q\le 2k_F,\\[4pt] N_0\left[1-\sqrt{1-(2k_F/q)^2}\,\right], & q>2k_F.\end{cases}$$

With the sign convention $\delta n=\chi_0V\cos(\mathbf q\cdot\mathbf r)$, the Lindhard function is $\chi_0=-\Pi$.

## From the potential to an integral

**Lemma 1.** With $f_{\mathbf k}=1$ for filled and $0$ for empty states,

$$\Pi(q)=g\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}} .$$

*Proof.* Write the potential as $\tfrac V2(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r})$. It couples $\mathbf k$ to $\mathbf k\pm\mathbf q$ with matrix element $V/2$. In a plane of area $A$, first-order perturbation theory gives

$$\psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt A}\left[1+\frac V2\frac{e^{i\mathbf q\cdot\mathbf r}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}+\frac V2\frac{e^{-i\mathbf q\cdot\mathbf r}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right].$$

The first-order part of $|\psi_{\mathbf k}|^2$ is twice the real part of the two small terms, divided by $A$. Summing over filled states,

$$\delta n=V\cos(\mathbf q\cdot\mathbf r)\,g\!\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}\left[\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}+\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right].$$

In the second term rename $\mathbf k$ as $\mathbf k+\mathbf q$. It becomes $f_{\mathbf k+\mathbf q}/(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})$, while the first is $-f_{\mathbf k}/(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})$. Their sum is minus the integrand of the lemma.

The separate terms have poles where $\varepsilon_{\mathbf k}=\varepsilon_{\mathbf k+\mathbf q}$, and there the perturbed states cannot be trusted one by one. If both members of such a pair are filled, mixing them leaves their total density unchanged, in agreement with the zero numerator. Pairs with one filled and one empty member and a splitting of order $V$ or less lie near the crossings of two Fermi circles. They occupy an area of order $V^2$ in wavevector space, or $V^{3/2}$ when the circles touch at $q=2k_F$. Each contributes a bounded density, so together they do not affect the term linear in $V$. At $q=2k_F$ their relative contribution is of order $\sqrt{V/E_F}$, so there the linear limit is approached only slowly as $V$ decreases. The Fermi level also has no linear shift: energies change at second order in $V$, except in a strip of width of order $V$, where they change by order $V$. $\square$

**Lemma 2.** The two kinds of filled–empty pairs contribute equally, so that

$$\Pi(q)=2g\int_{|\mathbf k|<k_F<|\mathbf k+\mathbf q|}\frac{d^2k}{(2\pi)^2}\,\frac1{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}} .$$

*Proof.* The numerator $f_{\mathbf k}-f_{\mathbf k+\mathbf q}$ is $+1$ if $\mathbf k$ is filled and $\mathbf k+\mathbf q$ empty, $-1$ in the reverse case, and zero otherwise. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ exchanges $|\mathbf k|$ and $|\mathbf k+\mathbf q|$. It therefore maps one region onto the other and reverses the signs of both numerator and denominator. $\square$

The remaining integrand is positive, because an empty state lies above a filled one. No principal value is needed.

## The geometry of the pairs

**Lemma 3.** Let $\mathbf p=\mathbf k+\mathbf q/2$ be the midpoint of a pair, $\theta$ the angle between $\mathbf p$ and $\mathbf q$, and $L(\theta)$ the length of the ray from $\mathbf p=0$ at angle $\theta$ that lies inside the region of Lemma 2. Then

$$\Pi(q)=\frac{gm}{2\pi^2}\int d\theta\,\frac{L(\theta)}{q\cos\theta}.$$

*Proof.* The energy cost of a pair is

$$\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\frac{|\mathbf p+\mathbf q/2|^2-|\mathbf p-\mathbf q/2|^2}{2m}=\frac{\mathbf p\cdot\mathbf q}{m}=\frac{pq\cos\theta}{m}.$$

It is positive in the region, so $|\theta|<\pi/2$. With $d^2k=d^2p=p\,dp\,d\theta$,

$$\Pi=\frac{2g}{4\pi^2}\int d\theta\int p\,dp\,\frac{m}{pq\cos\theta}.$$

The two factors $p$ cancel, and $\int dp=L(\theta)$. $\square$

**Lemma 4.** For $q\le2k_F$, $L(\theta)=q\cos\theta$ for every $|\theta|<\pi/2$. For $q>2k_F$, $L(\theta)=\sqrt{4k_F^2-q^2\sin^2\theta}$ if $|\sin\theta|<2k_F/q$, and $L=0$ otherwise.

*Proof.* The state $\mathbf k=\mathbf p-\mathbf q/2$ must be filled and $\mathbf k+\mathbf q=\mathbf p+\mathbf q/2$ must be empty:

$$p^2-pq\cos\theta+\tfrac{q^2}4<k_F^2,\qquad p^2+pq\cos\theta+\tfrac{q^2}4>k_F^2 .$$

Let $q<2k_F$. Each condition, taken as an equation, has roots whose product $q^2/4-k_F^2$ is negative, so each has one positive root. These are

$$p_\pm=R\pm\tfrac12q\cos\theta,\qquad R=\sqrt{k_F^2-\tfrac14q^2\sin^2\theta},$$

where $p_+$ belongs to the first condition and $p_-$ to the second. The conditions require $p_-<p<p_+$, and $p_+-p_-=q\cos\theta$. At $q=2k_F$ the second condition holds for all $p>0$ and the first becomes $p<q\cos\theta$, so the length is the same.

Let $q>2k_F$. The second condition again holds for all $p>0$. The first holds between the roots

$$p=\tfrac12\left[q\cos\theta\pm\sqrt{q^2\cos^2\theta-q^2+4k_F^2}\,\right],$$

both positive when real. Their difference is $\sqrt{4k_F^2-q^2\sin^2\theta}$. $\square$

## Proof of the theorem

For $q\le2k_F$, Lemmas 3 and 4 give

$$\Pi=\frac{gm}{2\pi^2}\int_{-\pi/2}^{\pi/2}d\theta\,\frac{q\cos\theta}{q\cos\theta}=\frac{gm}{2\pi^2}\,\pi=N_0 .$$

For $q>2k_F$ put $b=2k_F/q<1$ and $s=\sin\theta$. Then $d\theta=ds/\cos\theta$ and $\cos^2\theta=1-s^2$, so

$$\Pi=\frac{gm}{2\pi^2}I,\qquad I=\int_{-b}^{b}\frac{\sqrt{b^2-s^2}}{1-s^2}\,ds .$$

Write $\sqrt{b^2-s^2}=(b^2-s^2)/\sqrt{b^2-s^2}$ and $b^2-s^2=(1-s^2)-(1-b^2)$:

$$I=\int_{-b}^{b}\frac{ds}{\sqrt{b^2-s^2}}-(1-b^2)\int_{-b}^{b}\frac{ds}{(1-s^2)\sqrt{b^2-s^2}} .$$

With $s=b\sin t$ the first integral is $\int_{-\pi/2}^{\pi/2}dt=\pi$. The second becomes $\int_{-\pi/2}^{\pi/2}dt/(1-b^2\sin^2t)$. Setting $w=\tan t$, so that $\sin^2t=w^2/(1+w^2)$ and $dt=dw/(1+w^2)$, turns it into

$$\int_{-\infty}^{\infty}\frac{dw}{1+(1-b^2)w^2}=\frac{\pi}{\sqrt{1-b^2}} .$$

Hence $I=\pi[1-\sqrt{1-b^2}]$, which gives the second line of the theorem. $\blacksquare$

**Remark 1 (why the response is constant).** A larger $q$ lengthens the part of each ray on which filled–empty pairs lie, in proportion to $q\cos\theta$. It also raises the cost of a pair with given midpoint $\mathbf p$ by the same factor. The remaining $p$ in the cost is cancelled by the area element of the plane. For $q=k_F$ the ray at $0^\circ$ runs from $0.500k_F$ to $1.500k_F$, and the ray at $60^\circ$ from $0.651k_F$ to $1.151k_F$. The second is half as long, and $\cos60^\circ=1/2$ compensates for it. Above $2k_F$, rays with $|\sin\theta|>2k_F/q$ miss the region and the others are shorter than $q\cos\theta$, so the response falls.

**Remark 2 (just above the edge).** For $q=2k_F(1+\delta)$ with small $\delta>0$, $1-b^2=1-(1+\delta)^{-2}\approx2\delta$, so $\Pi/N_0\approx1-\sqrt{2\delta}$. The slope is infinite on the upper side and zero on the lower. One per cent above the edge, the estimate of the drop is $\sqrt{0.02}=0.141$; the full formula gives $0.140$.

**Remark 3 (short waves).** For $q\gg2k_F$, $1-\sqrt{1-b^2}\approx b^2/2$, and $gk_F^2=4\pi n$ gives

$$\Pi\approx\frac{gm}{2\pi}\,\frac{2k_F^2}{q^2}=\frac{4mn}{q^2}=\frac{2n}{q^2/2m}.$$

Each electron then responds as if it were at rest, with excitation energy $q^2/2m$ for each of the two couplings $\pm\mathbf q$. The response is now proportional to the density, whereas on the plateau it is independent of it.

**Remark 4 (a check of the response itself).** Lemma 1 can be tested without perturbation theory by diagonalizing electrons in a cosine potential of amplitude $0.002E_F$ and summing their density. At $q=1.3k_F$ this gives $\Pi/N_0=1.000$, and at $q=3k_F$ it gives $0.2546$, as does the theorem.

## Where the constancy fails

**Three dimensions.** The volume element contains $p^2dp$, so one factor $p$ survives. Along a ray, for $q\le2k_F$,

$$\int_{p_-}^{p_+}p\,dp=\tfrac12(p_+-p_-)(p_++p_-)=q\cos\theta\,R .$$

The factor $q\cos\theta$ still cancels, but $R$ decreases with $q$ at fixed $\theta\ne0$. Relative to its long-wave value, the response at $q=k_F$ is $0.912$, and at $q=1.8k_F$ it is $0.655$.

**A non-parabolic band.** Let $\varepsilon=(k^2/2m)(1+\beta k^2/k_F^2)$ with $\beta>0$. The Fermi surface is still a circle, so the ray lengths are unchanged. The difference of fourth powers factorizes, $|\mathbf k+\mathbf q|^4-k^4=(2\mathbf p\cdot\mathbf q)(2p^2+q^2/2)$, and the pair cost becomes

$$\frac{pq\cos\theta}{m}\left[1+\frac{\beta}{k_F^2}\left(2p^2+\frac{q^2}2\right)\right].$$

To first order in $\beta$, $\Pi/N_0$ is one minus the average of the correction over each ray and then over angle. On a ray of centre $R$ and length $q\cos\theta$, the mean of $p^2$ is $R^2+q^2\cos^2\theta/12$. Since $\sin^2\theta$ and $\cos^2\theta$ average to $1/2$, the full mean is $k_F^2-q^2/8+q^2/24=k_F^2-q^2/12$. Thus, for $q\le2k_F$,

$$\frac{\Pi}{N_0}=1-\beta\left(2+\frac{q^2}{3k_F^2}\right)+O(\beta^2).$$

The constant part reflects a changed density of states at the Fermi level; the second part destroys the plateau. For $\beta=0.1$, where higher orders matter, the defining integral gives $0.833$ at $q=0.1k_F$ and $0.761$ at $q=2k_F$, a relative fall of about 9%. The first-order law holds for either sign of a small $\beta$. The conduction bands of most semiconductors flatten away from the minimum, which corresponds to $\beta<0$; the response then rises with $q$ towards $2k_F$ instead of falling.

**Finite temperature.** Let $T$ be the temperature as an energy and $f(E)$ the Fermi function with chemical potential $\mu$. A thermal occupation is a weighted sum of sharp ones:

$$f(\varepsilon)=\int dE\left(-\frac{\partial f}{\partial E}\right)\Theta(E-\varepsilon).$$

The integral in Lemma 1 is linear in the occupations, so $\Pi$ is the same weighted sum of zero-temperature results with Fermi energy $E$. Replacing $(2k_F)^2$ by $8mE$ gives

$$\frac{\Pi(q,T)}{N_0}=f(0)-\int_0^{q^2/8m}\!dE\left(-\frac{\partial f}{\partial E}\right)\sqrt{1-\frac{8mE}{q^2}} .$$

At fixed density, $n=N_0E_F=N_0\int_0^\infty f\,dE=N_0T\ln(1+e^{\mu/T})$. Hence $e^{\mu/T}=e^{E_F/T}-1$, and the long-wave limit is

$$f(0)=\frac{e^{\mu/T}}{1+e^{\mu/T}}=1-e^{-E_F/T}.$$

At $q=2k_F$ and $T\ll E_F$, the weight lies within about $T$ of $E_F$, where the square root is of order $\sqrt{T/E_F}$. The edge therefore suffers a loss of that order, while the long-wave loss is exponentially small.

## A model channel

Take round parameters: $m=0.5$, $g=4$ (two spins, two valleys), surroundings of dielectric constant $\kappa=5$, and $n=10^{13}\ \mathrm{cm^{-2}}=2.800\times10^{-4}$ bohr$^{-2}$. Then

$$k_F=\sqrt{\frac{4\pi n}{g}}=\sqrt{\pi\times2.800\times10^{-4}}=0.02966\ \text{bohr}^{-1},$$

or $0.56\ \mathrm{nm^{-1}}$. The Fermi energy is $k_F^2/(2\times0.5)=8.80\times10^{-4}$ hartree, or $24$ meV, and $N_0=4\times0.5/2\pi=0.318$ hartree$^{-1}$ bohr$^{-2}$.

**Screening.** In the random-phase approximation, a mean-field treatment, the electrons respond as free particles to the total potential $V_{\rm tot}=V_{\rm ext}+v\,\delta n$. For a layer much thinner than $1/q$ in a uniform medium, $v=2\pi/(\kappa q)$. Inserting $\delta n=-\Pi V_{\rm tot}$ gives

$$\epsilon(q)=\frac{V_{\rm ext}}{V_{\rm tot}}=1+v\Pi=1+\frac{q_{TF}}q\quad(q\le2k_F),\qquad q_{TF}=\frac{gm}\kappa .$$

This $\epsilon$ multiplies the screening already supplied by $\kappa$. Here $q_{TF}=4\times0.5/5=0.4$ bohr$^{-1}$, and at $q=k_F$

$$\epsilon=1+\frac{0.4}{0.02966}=14.5 .$$

Doubling the density while keeping this same wavevector leaves the number unchanged. At $q=2.5k_F$, with $k_F$ still that of the original density, doubling raises $\epsilon$ from $3.2$ to $6.4$. The new edge is at $2\sqrt2\,k_F\approx2.83k_F$, so this wavevector has moved onto the plateau.

These values illustrate the model and are not predictions for a device. They treat the layer as infinitely thin. If its charge were spread uniformly over a thickness of 0.6 nm, $v$ would be multiplied by $0.90$ at $q=k_F$ and by $0.77$ at $q=2.5k_F$. At the original density this lowers $\epsilon$ from $14.5$ to $13.1$ and from $3.2$ to $2.7$. A disc of radius $1/\sqrt{\pi n}$ holds one electron on average, and the Coulomb energy of two electrons at this distance is $\sqrt{\pi n}/\kappa$. For $g=4$, $\sqrt{\pi n}=k_F$, and its ratio to $E_F$ is $2m/(\kappa k_F)=q_{TF}/2k_F=6.7$. Exchange and correlation, which the random-phase response omits, cannot be assumed small at such a ratio.

**Temperature.** At 30 K, $E_F/T=9.3$. The ratio $\Pi/N_0$ is $0.999$ at $q=k_F$ but $0.82$ at $2k_F$: the plateau survives while its edge is rounded. At 300 K, $E_F/T=0.926$, and the long-wave value is $1-e^{-0.926}=0.60$. It falls to $0.57$ at $k_F$ and $0.45$ at $2k_F$, so the zero-temperature plateau is a poor description of this channel at room temperature. At $q=3k_F$ the 300 K value, $0.29$, exceeds the zero-temperature value, $0.25$; heating does not reduce the response at every wavevector. Further values are in the numerical output below.

## Values computed for the example and the checks

```
mass = 0.5 m_e, degeneracy = 4, kappa = 5.0
density = 1.0e+13 cm^-2 = 2.80029e-04 bohr^-2
kF = 0.029660 bohr^-1 = 0.5605 nm^-1
2kF = 0.059321 bohr^-1
EF = 8.79736e-04 hartree = 23.939 meV
N0 = 0.318310 hartree^-1 bohr^-2
N0 = 4.1773e+14 eV^-1 cm^-2
q_TF = 0.4000 bohr^-1, q_TF/2kF = 6.743
Rays at q = kF: angle (deg), start/kF, end/kF, length/kF
   0  0.50000  1.50000  1.00000
  30  0.53523  1.40126  0.86603
  60  0.65139  1.15139  0.50000
q/2kF, P/N0 from defining integral, P/N0 from closed form
  0.25  1.00000000  1.00000000
  0.50  1.00000000  1.00000000
  0.75  1.00000000  1.00000000
  1.00  1.00000000  1.00000000
  1.01  0.85962924  0.85962924
  1.10  0.58340221  0.58340221
  1.25  0.40000000  0.40000000
  1.50  0.25464401  0.25464401
  2.00  0.13397460  0.13397460
Weak cosine potential, amplitude 0.002 EF (test parameters):
q/kF, P/N0 from diagonalization, P/N0 from closed form
  0.7  1.000000  1.000000
  1.3  0.999999  1.000000
  3.0  0.254644  0.254644
Three dimensions: q/2kF, P/P(q->0)
  0.25  0.97890
  0.50  0.91198
  0.90  0.65540
Non-parabolic band, beta = 0.1: q/kF, P/N0
  0.1  0.83314
  1.0  0.81430
  2.0  0.76087
RPA dielectric function at density n and at 2n: q/kF(n), eps, eps
  0.5  27.9720  27.9720
  1.0  14.4860  14.4860
  2.0  7.7430  7.7430
  2.5  3.1578  6.3944
  4.0  1.4517  1.9875
EF/(kB T) at 30 K = 9.2600
EF/(kB T) at 300 K = 0.9260
Finite temperature: q/2kF, P/N0 at 30 K, P/N0 at 300 K
  0.01  0.99990  0.60385
  0.50  0.99946  0.56634
  1.00  0.82383  0.45186
  1.50  0.25702  0.29012
```
